\section*{Extracting a Remote-Charge Mobility by Matthiessen Subtraction}

\section*{Question}

Two transistors have the same silicon channel, but one has a gate stack containing randomly placed fixed charges. An engineer measures both mobilities, subtracts their reciprocals, and calls the result the remote-charge mobility. This question asks what that number means.

Take electrons in one isotropic parabolic subband, with effective mass $m$ and energy $E$ measured from its bottom. They are nondegenerate, at temperature $\theta$, and the field is weak. Write $x=E/k\theta$, where $k$ in this combination is Boltzmann's constant. In the clean channel the momentum lifetime is $T$, independent of energy. Remote charge alone gives
\begin{equation}
\tau_r(x)=\frac{T x}{a},\qquad a>0 ,
\label{remote}
\end{equation}
where $a$ measures its strength. Parts (b) and (c) use $a=1$. The mechanisms act independently, and each is described by a momentum relaxation time. The charge $e$ is positive, so an electron carries $-e$. Mobilities are positive.

\section*{(a) The mobility average}

\textbf{Derive the energy average that turns a lifetime $\tau(E)$ into a mobility.}

\textbf{Answer.} Let the field $F$ point along $x$. The force is $-eF$. In a steady, uniform state, the Boltzmann equation to first order in $F$ is
\begin{equation}
-\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{f_1}{\tau(E)} ,
\end{equation}
where $f_0\propto e^{-E/k\theta}$ is the equilibrium occupation and $f_1$ its change. Since $\partial E/\partial k_x=\hbar v_x$ and $\partial f_0/\partial E=-f_0/k\theta$,
\begin{equation}
f_1=eF\tau v_x\frac{\partial f_0}{\partial E}
=-\frac{eF}{k\theta}\,\tau v_x f_0 .
\end{equation}
The equilibrium distribution carries no current, so the drift velocity is
\begin{equation}
v_d=\frac{\sum v_x f_1}{\sum f_0}
=-\frac{eF}{k\theta}\,
\frac{\sum v_x^2\tau f_0}{\sum f_0}.
\end{equation}
At fixed energy $v^2=2E/m$, and the two directions share it equally, so the angular average of $v_x^2$ is $E/m$. A parabolic two-dimensional subband has a constant density of states, which cancels between numerator and denominator. With $\mu=-v_d/F$,
\begin{equation}
\mu=\frac{e}{m}\langle\tau\rangle,\qquad
\langle\tau\rangle=\int_0^\infty x\,\tau(x)e^{-x}\,dx .
\label{average}
\end{equation}
The denominator $\int_0^\infty e^{-x}dx$ is one. The weight $xe^{-x}$ is also normalized, because $\int_0^\infty xe^{-x}dx=1$. It favours fast electrons, since they contribute more current for a given lifetime.

\section*{(b) Separate and combined mobilities}

\textbf{For $a=1$, find the channel, remote-only and total mobilities in units of the channel mobility.}

\textbf{Answer.} For the channel alone, $\langle T\rangle=T$, hence $\mu_c=eT/m$. For remote charge alone,
\begin{equation}
\frac{\mu_r}{\mu_c}=\int_0^\infty x^2e^{-x}dx=\Gamma(3)=2 .
\end{equation}
The value exceeds one although the two lifetimes agree at $E=k\theta$: the mean of $x$ under the weight $xe^{-x}$ is 2.

When both mechanisms act, an electron of given energy can be scattered by either. Their rates add at that energy:
\begin{equation}
\frac1{\tau(x)}=\frac1T+\frac1{Tx}
=\frac{1+x}{Tx},\qquad
\tau(x)=\frac{Tx}{1+x}.
\end{equation}
Equation~\eqref{average} therefore gives
\begin{equation}
\frac{\mu_{\rm tot}}{\mu_c}
=\int_0^\infty\frac{x^2}{1+x}e^{-x}dx .
\end{equation}
Writing $x^2=(x+1)(x-1)+1$ and dividing by $x+1$,
\begin{equation}
\frac{x^2}{1+x}=x-1+\frac1{1+x}.
\end{equation}
The first two terms integrate to $1-1=0$. In the last, put $y=1+x$:
\begin{equation}
\frac{\mu_{\rm tot}}{\mu_c}
=\int_1^\infty\frac{e^{-(y-1)}}{y}dy
=\exp(1)\,E_1(1)=0.5963 ,
\label{total}
\end{equation}
where $E_1(a)=\int_a^\infty e^{-y}dy/y$ and $E_1(1)=0.2194$.

The same number follows from random flights. In equilibrium, the mobility is $e/k\theta$ times the time integral of the velocity correlation $\langle v_x(0)v_x(t)\rangle$. If scattering is isotropic, this correlation ends on average at the first collision. Drawing thermal velocities from a Gaussian, and taking the earlier of two exponentially distributed collision times with means $T$ and $Tx$, gives $0.5976$ with standard error $0.0008$. This differs from Eq.~\eqref{total} by about 1.5 standard errors.

\section*{(c) The subtraction}

\textbf{Find the remote mobility that the engineer reports for $a=1$, and the resulting error in the charge density.}

\textbf{Answer.} The extracted mobility $\mu_{\rm ext}$ is defined by
\begin{equation}
\frac1{\mu_{\rm ext}}=\frac1{\mu_{\rm tot}}-\frac1{\mu_c}.
\label{extract}
\end{equation}
Multiplication by $\mu_c$ and use of Eq.~\eqref{total} give
\begin{equation}
\frac{\mu_{\rm ext}}{\mu_c}
=\left[\frac1{\exp(1)E_1(1)}-1\right]^{-1}
=\frac1{1.6769-1}=1.477 .
\end{equation}
The remote-only mobility is 2 in the same units, so the extracted value is low by 26\% of the true one.

Independent charges scatter at a rate proportional to their density, so $\mu_r$ is inversely proportional to that density. An engineer who converts $\mu_{\rm ext}$ into charge as if it were $\mu_r$ finds too much, by the factor $2/1.477=1.354$.

The fault lies in the order of averaging. Rates add at each energy, but a mobility is an average of lifetimes. Slow electrons are limited mainly by remote charge and fast ones mainly by the channel, so no single pair of average rates describes both groups. Adding reciprocal mobilities would predict $\mu_{\rm tot}/\mu_c=1/(1+1/2)=0.667$, above the correct $0.596$.

\section*{(d) The sign of the error}

\textbf{Can subtraction overestimate the remote mobility for some other pair of positive lifetimes? When is it correct?}

\textbf{Answer.} Let $r(x)$ and $s(x)$ be the two lifetimes, with finite averages. For any number $\lambda$ consider $\lambda^2r+(1-\lambda)^2s$. Its derivative with respect to $\lambda$ vanishes when $\lambda r=(1-\lambda)s$, or $\lambda=s/(r+s)$. The second derivative, $2(r+s)$, is positive, so this is the minimum:
\begin{equation}
\frac{s^2r+r^2s}{(r+s)^2}=\frac{rs}{r+s}.
\end{equation}
This is the combined lifetime. Hence, for one fixed $\lambda$ used at all energies,
\begin{equation}
\left\langle\frac{rs}{r+s}\right\rangle
\le\lambda^2\langle r\rangle+(1-\lambda)^2\langle s\rangle .
\end{equation}
The right side may now be minimized over $\lambda$, by the same calculation with $\langle r\rangle$ and $\langle s\rangle$ in place of $r$ and $s$:
\begin{equation}
\left\langle\frac{rs}{r+s}\right\rangle
\le\frac{\langle r\rangle\langle s\rangle}{\langle r\rangle+\langle s\rangle}.
\end{equation}
Taking reciprocals reverses the inequality:
\begin{equation}
\frac1{\mu_{\rm tot}}\ge\frac1{\mu_c}+\frac1{\mu_r}
\quad\Longrightarrow\quad
\mu_{\rm ext}\le\mu_r .
\end{equation}
Within this relaxation-time model, subtraction cannot overestimate $\mu_r$. Equality requires the best $\lambda$ to be the same at every energy that carries weight, which means that $r/s$ is constant. The mechanisms may then differ in strength but not in energy dependence.

\section*{(e) Weak and strong remote scattering}

\textbf{Extend the result to any $a$. Find both limits of $\mu_{\rm ext}/\mu_r$, and say how $\mu_r$ should be obtained.}

\textbf{Answer.} The combined lifetime is now $Tx/(a+x)$. Since
\begin{equation}
\frac{x^2}{a+x}=x-a+\frac{a^2}{a+x},
\end{equation}
the substitution $y=a+x$ in the last term gives
\begin{equation}
M(a)\equiv\frac{\mu_{\rm tot}}{\mu_c}
=1-a+a^2e^aE_1(a),
\qquad \frac{\mu_r}{\mu_c}=\frac2a .
\label{general}
\end{equation}
For small $a$, $E_1(a)$ grows only logarithmically, so the last term of $M$ is negligible beside $a$. Then $M\simeq1-a$ and $1/M-1\simeq a$. The extracted mobility tends to $\mu_c/a$, half the true value. Weak remote scattering reveals its average rate, $\langle1/x\rangle=1$, whereas the remote-only mobility needs its average lifetime, $\langle x\rangle=2$. No other $a$ gives a smaller ratio. The function $1/(1+az)$ is convex in $z=1/x$, so its average is at least its value at the average $z$, which is one: $M\ge1/(1+a)$. Hence $1/M-1\le a$, and $\mu_{\rm ext}/\mu_r=(a/2)/(1/M-1)\ge1/2$. Subtraction is therefore at its worst, within this family, when the remote effect is a small correction.

For large $a$, expand the lifetime:
\begin{equation}
M=\left\langle\frac{x}{a}-\frac{x^2}{a^2}+\cdots\right\rangle
=\frac2a-\frac6{a^2}+\cdots,
\end{equation}
because $\langle x^2\rangle=\Gamma(4)=6$. Therefore
\begin{align}
\frac1M-1&=\frac a2\left(1+\frac3a+\cdots\right)-1
=\frac a2+\frac12+\cdots,\\
\frac{\mu_{\rm ext}}{\mu_r}&=\frac{a/2}{a/2+1/2+\cdots}
=1-\frac1a+\cdots .
\end{align}
The ratio tends to one because the channel then hardly matters. Direct integration gives $0.503$ at $a=0.001$ and $0.999$ at $a=1000$.

To obtain the true mobility, solve $M(a)=\mu_{\rm tot}/\mu_c$ for $a$ and use $2\mu_c/a$. The solution is unique: at each $x>0$ the lifetime $Tx/(a+x)$ falls as $a$ rises, so $M$ falls steadily from one to zero. For the total in part (b), this inversion returns $a=1$. It requires the assumed energy laws to be right; two mobilities at one temperature cannot test them.

\section*{(f) Origin of the linear lifetime}

\textbf{Show when fixed charges give $\tau_r\propto E$, and how a distance $d$ between charges and electrons changes the law.}

\textbf{Answer.} First put charges of areal density $N$ in the electron plane, at random uncorrelated positions and without screening. In a uniform medium of permittivity $\varepsilon$, one charge has the Fourier-transformed potential energy of magnitude $V(q)=e^2/(2\varepsilon q)$. The golden rule, weighted by the momentum loss $1-\cos\phi$, is
\begin{equation}
\frac1{\tau_r}=\frac{2\pi N}{\hbar}
\int\!\frac{d^2k'}{(2\pi)^2}V(q)^2(1-\cos\phi)\,\delta(E'-E).
\end{equation}
Here $\phi$ is the scattering angle. With $k'dk'=m\,dE'/\hbar^2$, the energy integral leaves
\begin{equation}
\frac1{\tau_r}=\frac{Nm}{2\pi\hbar^3}
\int_0^{2\pi}V(q)^2(1-\cos\phi)\,d\phi .
\end{equation}
For elastic scattering $q^2=2k^2(1-\cos\phi)$, where $k$ is now the electron wavenumber. The angular factor cancels, leaving the constant integrand $e^4/(8\varepsilon^2k^2)$. Multiplying by $2\pi$ and using $k^2=2mE/\hbar^2$,
\begin{equation}
\frac1{\tau_r}=\frac{Nme^4}{8\hbar^3\varepsilon^2k^2}
=\frac{Ne^4}{16\hbar\varepsilon^2E}.
\label{coulomb}
\end{equation}
Thus $\tau_r\propto E$, and the mass drops out, provided the golden rule holds. For a bare charge in the plane this requires $\pi\eta\ll1$, where $\eta=e^2/(4\pi\varepsilon\hbar v)$ and $v$ is the electron speed. The exact rate is the golden-rule rate multiplied by $\tanh(\pi\eta)/(\pi\eta)$. For slow electrons, with $\pi\eta\gg1$, the lifetime therefore grows only as $E^{1/2}$.

A distance $d$ multiplies $V(q)$ by $e^{-qd}$. With $q=2k\sin(\phi/2)$, the rate is multiplied by
\begin{equation}
\frac1\pi\int_0^\pi e^{-4kd\sin(\phi/2)}d\phi
\simeq\frac1{2\pi kd}\qquad(kd\gg1),
\end{equation}
because small angles then dominate and $\sin(\phi/2)\simeq\phi/2$. The additional factor $1/k\propto E^{-1/2}$ changes the high-energy lifetime from $E$ to $E^{3/2}$. The linear law therefore needs $kd\ll1$, negligible screening and $\pi\eta\ll1$. A gate stack need not satisfy these conditions.

\section*{(g) A thin silicon film}

\textbf{Evaluate the extraction for a 3 nm (001) silicon film at 300 K, with $a=1$. Use the rough values $\mu_c=600$ cm$^2$/Vs, $m=0.19$ electron masses and electron density $n=10^{11}$ cm$^{-2}$. Decide whether the result can serve as a correction for a real gate stack.}

\textbf{Answer.} The channel lifetime is
\begin{equation}
T=\frac{m\mu_c}{e}
=\frac{0.19(9.109\times10^{-31})(0.0600)}{1.602\times10^{-19}}\ {\rm s}
=64.8\ {\rm fs}.
\end{equation}
The total mobility is $600\times0.5963=357.8$ cm$^2$/Vs. Subtraction gives
\begin{equation}
\mu_{\rm ext}=\left(\frac1{357.8}-\frac1{600}\right)^{-1}
=886\ {\rm cm^2/Vs},
\end{equation}
against a remote-only mobility of $2\times600=1200$ cm$^2$/Vs.

\textit{Statistics and subbands.} With two valleys and two spins, $n$ is $0.024$ of $2mk\theta/(\pi\hbar^2)$. Fermi statistics at this density give extracted and true values of 893 and 1207 cm$^2$/Vs, changes below 1\%. For hard walls, and a longitudinal mass of 0.916 electron masses, the lowest subband holds 99\% of the electrons. The valleys with anisotropic in-plane mass hold 0.5\%. Nondegenerate statistics are therefore adequate here. A single subband describes the population well, but electrons fast enough to reach the second subband supply 10\% of the remote-only mobility under the linear law, and about 16\% for the distant, screened charge treated next. Their scattering into that subband is left out.

\textit{Position and screening of the charge.} Take $d=2.5$ nm, from the charge to the middle of the film, and a rough mean relative permittivity of 7.8. In the long-wavelength approximation, nondegenerate electrons screen by replacing $1/q$ with $1/(q+q_s)$, where $q_s=e^2n/(2\varepsilon k\theta)=0.045$ nm$^{-1}$. The table uses golden-rule rates. In each comparison, $\tau_r=T$ is held fixed at $E=k\theta$, so only the energy dependence changes.

\begin{center}
\begin{tabular}{lcc}
\hline
Remote law & Extracted & True \\
 & (cm$^2$/Vs) & (cm$^2$/Vs) \\
\hline
linear & 886 & 1200 \\
screening only & 865 & 1114 \\
distance only & 1041 & 2084 \\
both & 1049 & 2127 \\
\hline
\end{tabular}
\end{center}

Within the golden rule, distance is the large effect: the lifetime rises faster than $E$, and fast electrons raise the remote-only mobility. With both effects, the extracted value is about half the true one. The shifts do not add: screening lowers the true value for charge in the plane but raises it slightly for distant charge.

The golden rule is itself poor for this film, since $\eta=1.28$ at $E=k\theta$. For bare charge in the plane, the exact rate changes the first row to 745 and 811 cm$^2$/Vs. For distant, screened charge, exact scattering phase shifts change the last row to about 1060 and 1840 cm$^2$/Vs if the charge repels electrons, and to about 960 and 1460 cm$^2$/Vs if it attracts them. The table shows how the energy dependence matters; it does not predict the mobilities of a device.

\textit{Channel phonons.} A constant $T$ suits elastic acoustic-phonon scattering in one subband, whose final density of states is constant. Optical-phonon emission switches on above a threshold. As a trial, add a 60 meV phonon with coupling equal to the acoustic one, keeping $\mu_c=600$ cm$^2$/Vs and the linear remote law. The extracted mobility falls to 717 cm$^2$/Vs while the true one remains 1200 cm$^2$/Vs. The channel lifetime now falls with energy while the remote lifetime rises, so their ratio varies more strongly than before; by part (d), it is this variation that makes subtraction fail.

\textit{Temperature.} Suppose $T$ varies as $1/\theta$, while the remote lifetime at a given energy in meV stays fixed. At 400 K, $\mu_c=450$ cm$^2$/Vs. The channel lifetime is multiplied by $300/400$, and the remote lifetime at $E=k\theta$ by $400/300$, so $a=(300/400)^2=0.5625$. The true remote mobility is $2(450)/0.5625=1600$ cm$^2$/Vs, but subtraction gives 1101 cm$^2$/Vs. Their ratio has dropped from 0.74 to 0.69, towards the weak-scattering limit.

\textit{Validity of the Boltzmann picture.} At $E=k\theta=25.85$ meV the combined lifetime is $T/2$, and $\hbar/\tau=20.3$ meV. The product of wavenumber and mean free path is
\begin{equation}
kv\tau=\frac{2E\tau}{\hbar}=\frac{2(25.85)}{20.3}=2.55 ,
\end{equation}
which is not much greater than one. States for which it is below one supply 4.5\% of the calculated total mobility. This share does not bound the error of the calculation. A second limit comes from the charges themselves. At the $7.5\times10^{11}$ cm$^{-2}$ that the golden rule requires below for distant, screened charge, their random potential has a root-mean-square size of about 34 meV, more than $k\theta$. Electrons then gather where the potential energy is low, and neither a uniform electron gas nor linear screening is a safe assumption.

\textit{Comparison with a real stack.} The film mobility is a rough value for a thin silicon channel, not a measurement of a particular device. Equation~\eqref{coulomb} with $\tau_r=T$ at $k\theta$ needs $7.8\times10^{10}$ charges per cm$^2$. With distance and screening the golden rule gives $7.5\times10^{11}$ cm$^{-2}$. Exact scattering makes the first number about four times larger. It changes the second to about $6\times10^{11}$ cm$^{-2}$ for repelling charge and $1.5\times10^{12}$ cm$^{-2}$ for attracting charge. An isolated attracting charge also binds an electron, by about 20 meV in this model. At such a charge density many electrons would be trapped, so the values for attraction describe only the free ones. Two assumptions behind the linear law thus fail for this example: the charge does not lie in the electron plane, and it does not scatter weakly. Image charges matter too. With oxide of relative permittivity 3.9 on both sides of the film, the golden-rule charge density for distant, screened charge falls from $7.5\times10^{11}$ to about $4.7\times10^{11}$ cm$^{-2}$, while the mobilities in the last row of the table move by less than 1\%. This assumes unbounded oxide, with no gate electrode nearby. A metal gate screens the charge. Placed 3 nm beyond the charge it raises the required density to about $7.6\times10^{11}$ cm$^{-2}$, and placed 1 nm beyond it to about $2\times10^{12}$ cm$^{-2}$. The mobilities in the last row still move by less than 2\%, and the root-mean-square random potential falls to about 28 and 25 meV, comparable to $k\theta$. Thickness fluctuations of the film and remote phonons have not been sized. If the gate stack changes any of these, subtraction assigns that change to fixed charge as well.

The ratio $2/1.477$ should therefore not be applied as a general correction. It belongs to an energy-independent channel lifetime, a linear remote lifetime and equality of the two at $E=k\theta$. For a device, the energy-dependent rates should be combined first, averaged next, and fitted to the measured total mobility. The numerical output lists the values for the cases above, apart from those for exact scattering, the random potential, the binding energy, image charges and the mobility share of electrons that can reach the second subband.

\section*{Calculated quantities}
\begin{verbatim}
Mobilities in units of the channel mobility
E1(1): 0.219384
total: 0.596347
total from random flights: 0.5976
standard error of random flights: 0.00082
total predicted by Matthiessen rule: 0.6667
true remote: 2
extracted remote: 1.4774
extracted / true: 0.7387
inferred / true charge density: 1.354
extracted / true at a = 0.001: 0.5027
extracted / true at a = 1000: 0.999
strength a recovered from total: 1
Silicon film example, rough inputs
temperature: 300 K
thermal energy kT: 25.85 meV
in-plane mass: 0.19 electron masses
longitudinal mass: 0.916 electron masses
film thickness: 3 nm
electron density: 1e+11 cm^-2
channel mobility: 600 cm2/Vs
channel lifetime T: 64.82 fs
total mobility: 357.8 cm2/Vs
extracted remote mobility: 886.4 cm2/Vs
true remote mobility: 1200 cm2/Vs
Neglected effects
density / band density: 0.0244
Fermi statistics, extracted / true: 893 / 1207 cm2/Vs
charge distance: 2.5 nm
relative permittivity: 7.8
screening wavenumber: 0.0449 nm^-1
distance only, extracted / true: 1041 / 2084 cm2/Vs
screening only, extracted / true: 865 / 1114 cm2/Vs
distance and screening, extracted / true: 1049 / 2127 cm2/Vs
charge needed, linear law: 7.8e+10 cm^-2
charge needed, distance and screening: 7.52e+11 cm^-2
optical phonon energy: 60 meV
optical / acoustic coupling: 1
phonon step, extracted / true: 717 / 1200 cm2/Vs
hot device temperature: 400 K
hot strength a: 0.5625
hot channel mobility: 450 cm2/Vs
hot extracted remote mobility: 1101 cm2/Vs
hot true remote mobility: 1600 cm2/Vs
lowest subband share: 99 %
anisotropic valley share: 0.51 %
broadening hbar/tau at E = kT: 20.3 meV
k times free path at E = kT: 2.55
mobility share with k times path < 1: 4.5 %
\end{verbatim}
